# Gaussian s-type integrals from the product theorem and the Boys function: test program

```python
# Result under test: closed forms for integrals over s-type Gaussians
#   g_a(r) = exp(-a |r-A|^2), g_b(r) = exp(-b |r-B|^2)   (atomic units)
# With p = a+b, mu = a b/p, P = (a A + b B)/p, R = |A-B|, K = exp(-mu R^2):
#   overlap    S = K (pi/p)^(3/2)
#   kinetic    T = mu (3 - 2 mu R^2) S
#   attraction V = -Z K (2 pi/p) F0(p |P-N|^2), point charge Z at N
#   repulsion  (ab|cd) = K_ab K_cd 2 pi^(5/2)/(p q sqrt(p+q)) F0(rho |P-Q|^2)
# where q, Q belong to the pair c,d, rho = p q/(p+q), and
#   F0(x) = integral from 0 to 1 of exp(-x t^2) dt.
# A function is stored as (exponent, centre); norms are applied separately.
import os
# one thread per library, set before the numerical libraries are loaded
for name in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[name] = "1"
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf
from pyscf import gto

PI = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---------- derived formulas ----------
def boys0(x):
    if x < 1e-6:
        return 1 - x / 3 + x * x / 10
    return 0.5 * np.sqrt(PI / x) * erf(np.sqrt(x))


def pair(f, g):
    (a, A), (b, B) = f, g
    p = a + b
    mu = a * b / p
    R2 = np.sum((A - B) ** 2)
    return p, (a * A + b * B) / p, mu, R2, np.exp(-mu * R2)


def norm(*functions):
    return np.prod([(2 * f[0] / PI) ** 0.75 for f in functions])


def overlap(f, g):
    p, P, mu, R2, K = pair(f, g)
    return K * (PI / p) ** 1.5


def kinetic(f, g):
    p, P, mu, R2, K = pair(f, g)
    return mu * (3 - 2 * mu * R2) * overlap(f, g)


def attraction(f, g, N, Z=1.0):
    p, P, mu, R2, K = pair(f, g)
    return -Z * K * 2 * PI / p * boys0(p * np.sum((P - N) ** 2))


def repulsion(f, g, h, k):
    p, P, _, _, K1 = pair(f, g)
    q, Q, _, _, K2 = pair(h, k)
    rho = p * q / (p + q)
    front = 2 * PI ** 2.5 / (p * q * np.sqrt(p + q))
    return K1 * K2 * front * boys0(rho * np.sum((P - Q) ** 2))


# ---------- integrals from their definitions ----------
STEP = 0.3
LINE = STEP * np.arange(-22, 23)
CUBE = np.stack(np.meshgrid(LINE, LINE, LINE, indexing="ij"), -1).reshape(-1, 3)


def value(f, points):
    return np.exp(-f[0] * np.sum((points - f[1]) ** 2, axis=-1))


def overlap_quad(f, g):
    return np.sum(value(f, CUBE) * value(g, CUBE)) * STEP ** 3


def kinetic_quad(f, g, d=0.01):
    # fourth-order finite-difference Laplacian of the second function
    lap = -90 * value(g, CUBE)
    for axis in np.eye(3):
        for m, c in ((1, 16), (-1, 16), (2, -1), (-2, -1)):
            lap += c * value(g, CUBE + m * d * axis)
    lap /= 12 * d * d
    return -0.5 * np.sum(value(f, CUBE) * lap) * STEP ** 3


def coulomb_grid(nr=48, nang=24, rmax=10.0):
    # spherical points; the weight r^2 dr dOmega is already divided by r
    xr, wr = np.polynomial.legendre.leggauss(nr)
    r, wr = rmax * (xr + 1) / 2, wr * rmax / 2
    c, wc = np.polynomial.legendre.leggauss(nang)
    phi = 2 * PI * np.arange(nang) / nang
    r3, c3, f3 = np.meshgrid(r, c, phi, indexing="ij")
    s3 = np.sqrt(1 - c3 ** 2)
    pts = np.stack([r3 * s3 * np.cos(f3), r3 * s3 * np.sin(f3), r3 * c3], -1)
    w = (wr * r)[:, None, None] * wc[None, :, None] * (2 * PI / nang)
    return pts.reshape(-1, 3), np.broadcast_to(w, r3.shape).ravel()


SPH, SPH_W = coulomb_grid()


def attraction_quad(f, g, N):
    return -np.sum(SPH_W * value(f, SPH + N) * value(g, SPH + N))


def repulsion_quad(f, g, h, k):
    # r1 = r2 + s; the r2 integral separates into x, y and z sums
    inner = np.ones(len(SPH))
    for i in range(3):
        x1 = LINE[None, :] + SPH[:, i, None]
        expo = f[0] * (x1 - f[1][i]) ** 2 + g[0] * (x1 - g[1][i]) ** 2
        expo += h[0] * (LINE - h[1][i]) ** 2 + k[0] * (LINE - k[1][i]) ** 2
        inner *= np.exp(-expo).sum(axis=1) * STEP
    return np.sum(SPH_W * inner)


deviations = {}


def check(kind, formula, reference, tol):
    dev = abs(formula - reference) / abs(reference)
    deviations[kind] = max(dev, deviations.get(kind, 0.0))
    assert dev < tol, (kind, formula, reference)


# ---------- tests of the key steps ----------
general = [(0.8, np.array([0.0, 0.0, 0.0])),
           (0.5, np.array([0.9, -0.4, 0.3])),
           (1.1, np.array([-0.5, 0.7, 0.6])),
           (0.6, np.array([0.2, 0.5, -0.8]))]
charge_point = np.array([0.4, -0.6, 1.0])
g1, g2, g3, g4 = general

p, P, mu, R2, K = pair(g1, g2)
q, Q = pair(g3, g4)[:2]
rho = p * q / (p + q)
random_points = np.random.default_rng(1).uniform(-2, 2, (50, 3))
assert np.allclose(value(g1, random_points) * value(g2, random_points),
                   K * value((p, P), random_points), rtol=1e-12, atol=0)

# mean square distance from the second centre under the product Gaussian
weight = value(g1, CUBE) * value(g2, CUBE)
mean_sq = np.sum(weight * np.sum((CUBE - g2[1]) ** 2, axis=1)) / weight.sum()
assert abs(mean_sq - (1.5 / p + g1[0] ** 2 * R2 / p ** 2)) < 1e-10

# Coulomb kernel as a superposition of Gaussians
for s in (0.4, 1.0, 2.5):
    kernel = quad(lambda u: np.exp(-(u * s) ** 2), 0, np.inf)[0]
    assert abs(2 / np.sqrt(PI) * kernel - 1 / s) < 1e-7

# integral over the kernel variable u against the Boys-function form
d2 = np.sum((P - charge_point) ** 2)
u_integral = quad(lambda u: 2 / np.sqrt(PI) * (PI / (p + u * u)) ** 1.5
                  * np.exp(-p * u * u * d2 / (p + u * u)), 0, np.inf)[0]
assert abs(u_integral - 2 * PI / p * boys0(p * d2)) < 1e-7

# Boys function: definition, small-x series, large-x form
for x in (0.0, 1e-7, 0.01, 0.375, 1.5, 8.0, 30.0):
    assert abs(quad(lambda t: np.exp(-x * t * t), 0, 1)[0] - boys0(x)) < 1e-10
assert abs(boys0(0.01) - (1 - 0.01 / 3 + 0.01 ** 2 / 10)) < 1e-7
assert abs(boys0(30.0) / (0.5 * np.sqrt(PI / 30.0)) - 1) < 1e-10

# distribution of the interelectronic vector s for two Gaussian clouds
s_vec = np.array([0.7, -0.3, 0.5])
cloud = np.sum(value((p, P), CUBE + s_vec) * value((q, Q), CUBE)) * STEP ** 3
cloud_formula = (PI / (p + q)) ** 1.5 * value((rho, P - Q), s_vec)
assert abs(cloud / cloud_formula - 1) < 1e-10

# ---------- tests of the four integrals, general geometry ----------
check("overlap", overlap(g1, g2), overlap_quad(g1, g2), 1e-9)
check("kinetic", kinetic(g1, g2), kinetic_quad(g1, g2), 1e-6)
check("attraction", attraction(g1, g2, charge_point),
      attraction_quad(g1, g2, charge_point), 1e-8)
check("repulsion", repulsion(*general), repulsion_quad(*general), 1e-8)

# all integrals of the four normalised functions against a library
labels = ["H1", "H2", "H3", "H4"]  # placeholders that only carry centres
mol = gto.M(atom=[[n, tuple(f[1])] for n, f in zip(labels, general)],
            basis={n: [[0, [f[0], 1.0]]] for n, f in zip(labels, general)},
            unit="Bohr", verbose=0)
lib_s, lib_t = mol.intor("int1e_ovlp"), mol.intor("int1e_kin")
with mol.with_rinv_origin(charge_point):
    lib_v = -mol.intor("int1e_rinv")
lib_eri = mol.intor("int2e").reshape(4, 4, 4, 4)
library_dev = 0.0
for i, j in itertools.product(range(4), repeat=2):
    f, g = general[i], general[j]
    n = norm(f, g)
    library_dev = max(library_dev, abs(n * overlap(f, g) - lib_s[i, j]),
                      abs(n * kinetic(f, g) - lib_t[i, j]),
                      abs(n * attraction(f, g, charge_point) - lib_v[i, j]))
for idx in itertools.product(range(4), repeat=4):
    fs = [general[i] for i in idx]
    library_dev = max(library_dev, abs(norm(*fs) * repulsion(*fs) - lib_eri[idx]))
assert library_dev < 1e-9

# ---------- worked example ----------
R = 1.5
ga = (1.0, np.array([0.0, 0.0, 0.0]))
gb = (0.5, np.array([0.0, 0.0, R]))
gb_far = (0.5, np.array([0.0, 0.0, 2 * R]))
p, P, mu, R2, K = pair(ga, gb)
nab = norm(ga, gb)
S, T = nab * overlap(ga, gb), nab * kinetic(ga, gb)
VA = nab * attraction(ga, gb, ga[1])
VB = nab * attraction(ga, gb, gb[1])
J = norm(ga, ga, gb, gb) * repulsion(ga, ga, gb, gb)
X = norm(ga, gb, ga, gb) * repulsion(ga, gb, ga, gb)
U = norm(ga, ga, ga, ga) * repulsion(ga, ga, ga, ga)
Taa = norm(ga, ga) * kinetic(ga, ga)
Vaa = norm(ga, ga) * attraction(ga, ga, ga[1])
S_far = nab * overlap(ga, gb_far)
T_far = nab * kinetic(ga, gb_far)

for f in (ga, gb):
    assert abs(norm(f, f) * overlap_quad(f, f) - 1) < 1e-10
check("overlap", S, nab * overlap_quad(ga, gb), 1e-9)
check("overlap", S_far, nab * overlap_quad(ga, gb_far), 1e-9)
check("kinetic", T, nab * kinetic_quad(ga, gb), 1e-6)
check("kinetic", T_far, nab * kinetic_quad(ga, gb_far), 1e-6)
assert T > 0 > T_far
check("attraction", VA, nab * attraction_quad(ga, gb, ga[1]), 1e-8)
check("attraction", VB, nab * attraction_quad(ga, gb, gb[1]), 1e-8)
J_quad = norm(ga, ga, gb, gb) * repulsion_quad(ga, ga, gb, gb)
X_quad = norm(ga, gb, ga, gb) * repulsion_quad(ga, gb, ga, gb)
U_quad = norm(ga, ga, ga, ga) * repulsion_quad(ga, ga, ga, ga)
check("repulsion", J, J_quad, 1e-8)
check("repulsion", X, X_quad, 1e-8)
check("repulsion", U, U_quad, 1e-8)

# special closed forms against the quadratures
rho_J = 2 * ga[0] * 2 * gb[0] / (2 * ga[0] + 2 * gb[0])
assert abs(erf(np.sqrt(rho_J) * R) / R - J_quad) < 1e-8
assert abs(2 * np.sqrt(ga[0] / PI) - U_quad) < 1e-8
assert abs(1.5 * ga[0] - norm(ga, ga) * kinetic_quad(ga, ga)) < 1e-6
assert abs(-2 * np.sqrt(2 * ga[0] / PI)
           - norm(ga, ga) * attraction_quad(ga, ga, ga[1])) < 1e-8

print(f"exponents a, b: {ga[0]:.1f}, {gb[0]:.1f} bohr^-2")
print(f"separation R: {R:.1f} bohr; point charge Z: 1 e")
print(f"p = {p:.4f} bohr^-2, mu = {mu:.6f} bohr^-2")
print(f"P on z axis: {P[2]:.4f} bohr; mu R^2 = {mu * R2:.4f}")
print(f"K_ab = {K:.6f}")
print(f"norms N_a, N_b: {norm(ga):.6f}, {norm(gb):.6f} bohr^-3/2")
print(f"N_a N_b = {nab:.6f} bohr^-3")
print(f"unnormalised overlap: {overlap(ga, gb):.6f} bohr^3")
print(f"normalised overlap S_ab: {S:.6f}")
print(f"kinetic T_ab: {T:.6f} hartree = {T * HARTREE_EV:.4f} eV")
xA, xB = p * np.sum((P - ga[1]) ** 2), p * np.sum((P - gb[1]) ** 2)
print(f"charge at A: x = {xA:.4f}, F0 = {boys0(xA):.6f}")
print(f"charge at B: x = {xB:.4f}, F0 = {boys0(xB):.6f}")
print(f"V_ab, charge at A: {VA:.6f} hartree = {VA * HARTREE_EV:.4f} eV")
print(f"V_ab, charge at B: {VB:.6f} hartree = {VB * HARTREE_EV:.4f} eV")
print(f"(aa|bb): rho = {rho_J:.6f} bohr^-2, x = {rho_J * R2:.4f}")
print(f"(aa|bb) = {J:.6f} hartree = {J * HARTREE_EV:.4f} eV")
print(f"(aa|bb) by 6D quadrature: {J_quad:.6f} hartree")
print(f"(ab|ab): rho = {p / 2:.4f} bohr^-2, x = 0, F0 = {boys0(0.0):.1f}")
print(f"(ab|ab) = {X:.6f} hartree = {X * HARTREE_EV:.4f} eV")
print(f"(ab|ab) by 6D quadrature: {X_quad:.6f} hartree")
print(f"(aa|aa) = {U:.6f} hartree")
print(f"one-centre T_aa: {Taa:.6f} hartree")
print(f"one-centre V_aa, charge at A: {Vaa:.6f} hartree")
print(f"at R = {2 * R:.1f} bohr: mu R^2 = {mu * 4 * R2:.4f}")
print(f"at R = {2 * R:.1f} bohr: S_ab = {S_far:.6f}")
print(f"at R = {2 * R:.1f} bohr: T_ab = {T_far:.6f} hartree")
for dist in (1.5, 3.0, 6.0):
    moved = (gb[0], np.array([0.0, 0.0, dist]))
    j = norm(ga, ga, moved, moved) * repulsion(ga, ga, moved, moved)
    print(f"R = {dist:.1f} bohr: (aa|bb) = {j:.6f}, 1/R = {1 / dist:.6f}"
          f" hartree, ratio = {j * dist:.6f}")
assert abs(j * dist - 1) < 1e-9
for kind, dev in deviations.items():
    print(f"largest relative deviation, {kind}: {dev:.1e}")
print(f"largest deviation from library (atomic units): {library_dev:.1e}")
print("all good")
```

It prints:

```
exponents a, b: 1.0, 0.5 bohr^-2
separation R: 1.5 bohr; point charge Z: 1 e
p = 1.5000 bohr^-2, mu = 0.333333 bohr^-2
P on z axis: 0.5000 bohr; mu R^2 = 0.7500
K_ab = 0.472367
norms N_a, N_b: 0.712705, 0.423777 bohr^-3/2
N_a N_b = 0.302028 bohr^-3
unnormalised overlap: 1.431750 bohr^3
normalised overlap S_ab: 0.432429
kinetic T_ab: 0.216214 hartree = 5.8835 eV
charge at A: x = 0.3750, F0 = 0.887893
charge at B: x = 1.5000, F0 = 0.663351
V_ab, charge at A: -0.530611 hartree = -14.4387 eV
V_ab, charge at B: -0.396423 hartree = -10.7872 eV
(aa|bb): rho = 0.666667 bohr^-2, x = 1.5000
(aa|bb) = 0.611157 hartree = 16.6304 eV
(aa|bb) by 6D quadrature: 0.611157 hartree
(ab|ab): rho = 0.7500 bohr^-2, x = 0, F0 = 1.0
(ab|ab) = 0.182732 hartree = 4.9724 eV
(ab|ab) by 6D quadrature: 0.182732 hartree
(aa|aa) = 1.128379 hartree
one-centre T_aa: 1.500000 hartree
one-centre V_aa, charge at A: -1.595769 hartree
at R = 3.0 bohr: mu R^2 = 3.0000
at R = 3.0 bohr: S_ab = 0.045578
at R = 3.0 bohr: T_ab = -0.045578 hartree
R = 1.5 bohr: (aa|bb) = 0.611157, 1/R = 0.666667 hartree, ratio = 0.916735
R = 3.0 bohr: (aa|bb) = 0.333156, 1/R = 0.333333 hartree, ratio = 0.999468
R = 6.0 bohr: (aa|bb) = 0.166667, 1/R = 0.166667 hartree, ratio = 1.000000
largest relative deviation, overlap: 2.6e-16
largest relative deviation, kinetic: 1.6e-09
largest relative deviation, attraction: 2.4e-15
largest relative deviation, repulsion: 1.5e-13
largest deviation from library (atomic units): 2.5e-14
all good
```
